Effective Specularity of a Thick Metal Film from Soffer Scattering

**1. The decision that needs this result**

A resistivity estimate for a thin metal film can be made with one surface parameter, the specularity p: the fraction of electrons that leave a face by mirror reflection. Suppose that the roughness of the film is known instead. In Soffer's model the specularity then depends on the angle of incidence, and one must decide which single number to put into the constant-p formula. The value at normal incidence is a poor choice, because electrons that arrive at a slant see a smoother surface.

For a film much thicker than the bulk mean free path, the number that gives the right current loss is

p_eff = 2(a − 1 + e^(−a))/a², a = (4πh/λF)². (1)

Here h is the rms height of the surface and λF the Fermi wavelength. The complement,

1 − p_eff = 1 − 2(a − 1 + e^(−a))/a², (2)

is the effective diffuse fraction. The two are told apart by the smooth limit h → 0, where a specularity must go to 1 and a diffuse fraction to 0.

**2. Model and conventions**

The metal has free electrons, a spherical Fermi surface and an isotropic bulk mean free path λ = vF τ. The film fills 0 < z < d, the electric field F points along x, and κ = d/λ. Both faces have the same roughness statistics. The angle θ is measured from the surface normal, and u = |cos θ| runs from 0 (grazing) to 1 (normal incidence).

Electrons that are not mirror-reflected are taken to leave with no mean velocity along the film. This belongs to Soffer's limit of roughness without lateral correlation. Section 8 shows how much depends on it.

**3. Specularity at one angle**

Let a hard wall stand at height ζ. The part of the wave that depends on z is an incoming wave plus a reflected one, and it must vanish at the wall:

e^(−i kz ζ) + r e^(i kz ζ) = 0, so r = −e^(−2i kz ζ), with kz = kF u.

The mirror beam is the part of the reflected wave that survives an average over heights. For Gaussian heights of zero mean and variance h², completing the square gives ⟨e^(−iqζ)⟩ = e^(−q²h²/2). With q = 2kF u,

⟨r⟩ = −exp(−2kF²h²u²).

The intensity is the squared modulus, which doubles the exponent:

p(u) = exp(−4kF²h²u²) = exp(−a u²), (3)

because kF = 2π/λF makes 4kF²h² = (4πh/λF)² = a.

The phase argument treats the wall as locally flat, whereas the loss of all mean velocity in the diffuse part calls for heights that vary over short distances. Soffer's model joins the two, and it is used here as a model, not as the limit of a full wave calculation. For a weakly rough hard wall with Gaussian height correlation, wave scattering to first order in h² gives a current loss of at most about 0.35 of this model's, reached when the correlation length is near 2/kF, and the loss vanishes when the correlation length goes to zero at fixed h.

**4. Current in the film**

Let f₀ be the equilibrium distribution and f₁ the change linear in F. For charge −e the steady Boltzmann equation is

vz ∂f₁/∂z + f₁/τ = eF vx f₀′,

where f₀′ is the energy derivative of f₀. Far from any surface f₁ = eFτ vx f₀′. We therefore write f₁ = eFτ vx f₀′ g, so that g = 1 means bulk behaviour. Dividing by the common factors, with s = z/λ, gives for electrons moving up from the lower face

u dg/ds = 1 − g, with solution g = 1 − C e^(−s/u). (4)

Mirror reflection keeps vx, so it hands on g unchanged. The diffuse part contributes nothing to f₁, since f₁ varies as cos φ around the normal and a distribution with no preferred direction has no such component. Hence, at a face, g_out = p g_in.

The faces are equal, so an electron reaches the lower face with the same g with which its counterpart reaches the upper one, namely 1 − CE, where E = e^(−κ/u). The boundary condition becomes

1 − C = p(1 − CE), so C = (1 − p)/(1 − pE).

The average of e^(−s/u) over 0 < s < κ is (u/κ)(1 − E). The film average of g is therefore

ḡ = 1 − (u/κ)(1 − p)(1 − E)/(1 − pE).

Each electron contributes to the current in proportion to vx² g. Averaging vx² over azimuth leaves the weight 1 − u², whose integral from 0 to 1 is 2/3, so

σ/σ₀ = (3/2) ∫₀¹ (1 − u²) ḡ du.

Let ℓ = 1 − σ/σ₀ be the fractional current loss at fixed field. Then

ℓ = (3/(2κ)) ∫₀¹ (u − u³)(1 − p)(1 − E)/(1 − pE) du. (5)

One factor u has come from the depth λu over which a surface disturbance dies out.

A direct numerical march of equation (4) across films with κ = 0.5, 2.5 and 10, for a = 0.5 and a = 7.11, agreed with (5) to within 10⁻⁵ in σ/σ₀.

**5. The thick-film limit and the average**

The last factor in (5) can be rewritten as

(1 − E)/(1 − pE) = 1 − E(1 − p)/(1 − pE).

Since E ≤ 1, we have 1 − p ≤ 1 − pE, so the subtracted term lies between 0 and E. Since u ≤ 1, E is at most e^(−κ). The factor thus lies between 1 − e^(−κ) and 1. Replacing it by 1 gives the thick-film loss

ℓ∞ = (3/(2κ)) ∫₀¹ (u − u³)[1 − p(u)] du, (6)

and the true loss falls below ℓ∞ by at most the fraction e^(−κ) of ℓ∞.

For constant p the integral is (1 − p)/4, because ∫₀¹(u − u³)du = 1/2 − 1/4. The loss is then 3(1 − p)/(8κ). The effective specularity is the constant that gives the same ℓ∞ as p(u):

1 − p_eff = 4 ∫₀¹ (u − u³)[1 − p(u)] du.

The weight 4(u − u³) integrates to 1, so

p_eff = 4 ∫₀¹ (u − u³) e^(−au²) du.

Put t = u², dt = 2u du. Then 4(u − u³)du = 2(1 − t)dt, and

p_eff = 2 ∫₀¹ (1 − t) e^(−at) dt.

The two pieces are

∫₀¹ e^(−at) dt = (1 − e^(−a))/a,

∫₀¹ t e^(−at) dt = −e^(−a)/a + (1 − e^(−a))/a²,

the second by parts. In their difference the terms in e^(−a)/a cancel:

1/a − (1 − e^(−a))/a² = (a − 1 + e^(−a))/a².

Twice this is equation (1).

The weight 4(u − u³) has a simple meaning. One factor u counts how often electrons strike the face, and 1 − u² measures the current they carry. Normal incidence brings many collisions but no current to lose; grazing electrons carry much current but strike rarely.

**6. Smooth and rough surfaces**

For small a, insert e^(−a) = 1 − a + a²/2 − a³/6 + a⁴/24 − … into (1):

p_eff = 1 − a/3 + a²/12 − …

The coefficient 1/3 is the mean of u² under the weight: 4(1/4 − 1/6) = 1/3. A slightly rough film therefore loses one third of the specularity that equation (3) removes at normal incidence.

For large a,

p_eff = 2/a − 2/a² + 2e^(−a)/a² ≈ 2/a.

The specularity falls as a power of h, although at any fixed angle short of exactly grazing incidence it falls exponentially in h². The survivors are grazing electrons with u up to about 1/√a. Their share is the integral of 4u e^(−au²), which is 2/a.

**7. From current loss to resistivity**

The resistivity ratio is

ρ/ρ₀ = 1/(1 − ℓ) = 1 + ℓ + ℓ²/(1 − ℓ).

Keeping the first power of ℓ, and using ℓ∞ for ℓ, gives the thick-film law

ρ/ρ₀ ≈ 1 + (3λ/(8d))(1 − p_eff). (7)

Two approximations enter, with opposite signs. Replacing ℓ by ℓ∞ overstates the loss, while dropping ℓ²/(1 − ℓ) understates the resistivity. The first error is bounded by e^(−κ); the second fades more slowly, as 1/κ relative to the surface term.

What happens if p_eff is put into the full formula (5) for a thinner film? The loss comes out too large or equal, never too small. To see this, write

q(p,E) = (1 − p)(1 − E)/(1 − pE).

Differentiation gives

∂q/∂p = −(1 − E)²/(1 − pE)², ∂²q/∂p² = −2E(1 − E)²/(1 − pE)³ ≤ 0.

So q is concave in p and lies below its tangent at p_eff:

q(p,E) ≤ q(p_eff,E) + D(p − p_eff), D = −(1 − E)²/(1 − p_eff E)².

The ratio (1 − E)/(1 − p_eff E) falls as E grows, so D rises with E, and E rises with u. Meanwhile p(u) falls with u. Let D* be the value of D at the angle where p(u) = p_eff. Then (D − D*)(p − p_eff) ≤ 0 at every angle. Now average with the weight 4(u − u³). The mean of p − p_eff is zero by definition, so the term in D* drops out and the mean of D(p − p_eff) is not positive. The mean of q for the angular specularity therefore cannot exceed that for constant p_eff. Since ℓ is 3/(8κ) times this mean, the claim follows.

**8. A second case: gently wavy surfaces**

Equation (3) measures how much of the wave keeps its phase. Current, however, is lost when electrons change their velocity along the film, and the two can differ greatly.

Consider any surface that conserves electrons and leaves equilibrium undisturbed. In a thick film the arriving electrons have g = 1, so their deviation is proportional to vx. An electron leaving with v′ carries the mean deviation of those scattered into v′, instead of the bulk value proportional to vx′. The missing current, integrated over the depth λu′ and weighted with vx′, is proportional to ⟨vx′²⟩ − ⟨vx vx′⟩. The brackets are averages over the electron flux at the face. Undisturbed equilibrium gives ⟨vx′²⟩ = ⟨vx²⟩. A fully diffuse surface has ⟨vx vx′⟩ = 0, so the effective diffuse fraction is

1 − p_eff = 1 − ⟨vx vx′⟩/⟨vx²⟩. (8)

For Soffer's surface ⟨vx vx′⟩ = ⟨p vx²⟩, and the result of Section 5 returns.

Now let the heights vary slowly, with correlation h² exp(−r²/L²) and L much larger than λF. Electrons then reflect as from small tilted mirrors. The slope variance in each direction is minus the second derivative of the correlation at r = 0:

S = 2h²/L².

Take unit speed, incoming velocity (vx, vy, −u) and facet normal N = (−sx, −sy, 1). With w = −v·N = u + vx sx + vy sy, mirror reflection gives, for small slopes, vx′ = vx − 2w sx. The flux striking the facet, per unit of projected area, is w. The quantity to average is therefore

w(vx² − vx vx′) = 2vx sx w².

In w² the term 2u vx sx gives the leading surviving contribution, so the slope average is 4u vx² S. Averaging vx² over azimuth gives (1 − u²)/2. Hence

numerator: ∫₀¹ 2S(u − u³) du = S/2,

denominator: ∫₀¹ (u − u³)/2 du = 1/8.

The ratio is 4S, and so

1 − p_eff ≈ 8h²/L². (9)

The Fermi wavelength has dropped out. The result is of leading order in the slope and leaves out second hits on neighbouring facets.

**9. Worked example**

The parameters are round model values. Density, mean free path and thickness are of the size met in copper films at room temperature, while the height is smoother than should be assumed for a processed film (Section 10): electron density n = 8.0 × 10²⁸ m⁻³, λ = 40 nm, d = 100 nm and h = 0.10 nm.

The density gives kF = (3π²n)^(1/3), hence λF = 2π/kF = 0.471 nm. The bulk resistivity is

ρ₀ = ħkF/(n e² λ) = 1.71 μΩ cm.

The roughness parameter is

a = (4π × 0.10/0.4713)² = 7.11.

Equation (1), with e^(−a) = 0.0008, gives

p_eff = 2(7.108 − 1 + 0.001)/7.108² = 0.242.

The effective diffuse fraction is 0.758. Normal incidence alone would have suggested a specularity of 0.0008.

With 3λ/(8d) = 0.15, the thick-film loss is 0.15 × 0.758 = 11.4 %. The angular formula (5) gives 11.1 %. The difference is about 2 % of the loss, within the bound e^(−2.5) = 8 %. The resistivity is 1.91 μΩ cm from (7) and 1.93 μΩ cm from (5). Using the diffuse fraction by mistake as the specularity in (7) would give 1.77 μΩ cm and cut the surface term to about a third.

The dependence on roughness, at fixed λF, is:

h = 0.02 nm: p_eff = 0.91
h = 0.05 nm: p_eff = 0.60
h = 0.10 nm: p_eff = 0.24
h = 0.20 nm: p_eff = 0.07
h = 0.40 nm: p_eff = 0.02

Half specularity is reached at h = 0.060 nm, about an eighth of λF. Within this model, and with d and λ held fixed, smoothing from 0.40 to 0.20 nm lowers the surface term in (7) from 14.7 % to 14.0 % of ρ₀. Smoothing from 0.10 to 0.05 nm lowers it from 11.4 % to 6.0 %.

Now hold h at 0.10 nm and vary the thickness. The resistivities in μΩ cm are, in order, from the angular formula, from constant p_eff in (5), and from the thick-film law (7):

d = 10 nm: 3.16, 3.80, 3.66
d = 20 nm: 2.62, 2.82, 2.68
d = 50 nm: 2.14, 2.16, 2.10
d = 100 nm: 1.926, 1.928, 1.906

Constant p_eff in (5) is good to about 1 % at 50 nm, but 20 % too high at 10 nm. The sign is the one proved in Section 7. The law (7) looks better at 20 nm than its derivation permits. There ℓ∞ is 0.57 while the angular loss is 0.35, and the neglected higher powers of ℓ happen to offset most of that excess. The agreement is a cancellation of errors, not a sign that the film is thick.

**10. Beside real films**

The chosen n, λ and ρ₀ are close to rough values for copper near room temperature, though copper's Fermi surface is not a sphere. The height of 0.10 nm is far smoother than should be assumed for a processed film. It is below an atomic step, roughly 0.2 nm, so the real heights would not follow a continuous Gaussian. At a few tenths of a nanometre the model puts p_eff at several per cent or less. This is not a prediction for a given copper film: the hard-wall model knows only the height, and leaves out oxide, adsorbates and liner layers, which can change the surface scattering at fixed roughness.

The assumption of a uniform bulk mean free path fails in polycrystalline films, where grain boundaries also scatter. The Mayadas–Shatzkes model describes them by α = (λ/D)R/(1 − R), with grain size D and boundary reflection R. It divides the relaxation time by 1 + α/c, where c is the cosine of the angle between velocity and current:

ρ/ρ₀ = 1/[3 ∫₀¹ c³/(c + α) dc].

For D = 100 nm and an assumed R = 0.30, α = 0.171 and the resistivity rises by 25 %. The surface rise from (5) is 12.5 %. The surface cannot stand in for the grains here: with λ and ρ₀ held fixed, even fully diffuse faces have ℓ ≤ 3λ/(8d) = 0.15, a rise of at most 1/0.85 − 1 = 18 %. A fit of p that ignores the grains would therefore find no acceptable value. The two rises are separate estimates; their combined effect has not been computed here.

The lateral scale of the roughness matters even more for the surface term. With h still 0.10 nm but L = 5 nm, equation (9) gives a diffuse fraction of 8 × 0.10²/5² = 0.0032. Explicit reflection from Gaussian-tilted facets, including the finite slopes, gives 0.0032 as well. By the thick-film law (7), the surface rise is then about 0.05 % instead of 11 %. This figure belongs to a smooth, continuous surface with Gaussian correlation. A crystal face with so small an rms height consists of terraces and atomic steps, whose correlation has a cusp at r = 0, and equation (9) does not apply to it. For a correlation h² exp(−r/L) the loss falls only as 1/L; at L = 5 nm, wave scattering to first order in h² gives a diffuse fraction near 0.04, a rough value since kF h = 1.3 is not small. An rms height alone therefore does not fix p_eff: equation (1) needs roughness that destroys the mean velocity of the diffuse electrons, and gentle waviness does not.

Two other effects are small here. An energy change of kT at 300 K is 0.4 % of the Fermi energy, and since a is proportional to energy it shifts p_eff by less than 0.001. The film holds about kF d/π = 424 thickness subbands, which supports treating the angle u as continuous at d = 100 nm. At 10 nm there are only 42; summing (5) over their discrete values of u raises the resistivity by about 1.5 % (0.5 % at 20 nm), so the last digit of the thin-film entries in Section 9 is not significant. The numerical output below gives the values with more digits.

Computed results

```
electron density             8.00e+28 m^-3
bulk mean free path          40.0 nm
film thickness               100.0 nm
rms height                   0.10 nm
Fermi wavelength             0.4713 nm
Fermi energy                 6.770 eV
bulk resistivity             1.7114 uohm cm
kappa = d/mfp                2.500
roughness parameter a        7.1078
exp(-a), normal incidence    8.187e-04
effective specularity        0.2418
effective diffuse fraction   0.7582
large-a form 2/a - 2/a^2     0.2418
a for p_eff = 1/2            2.5569
rms height for p_eff = 1/2   0.0600 nm
thick-film loss of current   11.373 %
angular film loss of current 11.127 %
error bound exp(-kappa)      8.21 %
resistivity, thick-film law  1.9060 uohm cm
resistivity, angular film    1.9256 uohm cm
resistivity if the diffuse fraction is used as p 1.7734 uohm cm
Table: h (nm), a, p_eff, exp(-a)
  0.02     0.2843  0.9116  7.53e-01
  0.05     1.7769  0.5993  1.69e-01
  0.10     7.1078  0.2418  8.19e-04
  0.20    28.4311  0.0679  4.49e-13
  0.40   113.7245  0.0174  4.07e-50
Table: d (nm), resistivity (uohm cm): angular, constant p_eff, thick-film law
    10  3.1627  3.7951  3.6576
    20  2.6223  2.8236  2.6845
    50  2.1377  2.1618  2.1006
   100  1.9256  1.9276  1.9060
   200  1.8144  1.8145  1.8087
Neglected effects:
grain reflection coefficient 0.30
grain parameter alpha        0.1714
grain-boundary rise of rho   24.69 %
surface rise of rho, angular 12.52 %
lateral correlation length   5.0 nm
wavy diffuse fraction 8h2/L2 0.00320
same, explicit reflection    0.00319
wavy-surface rise of rho     0.0480 %
temperature                  300 K
kT/E_F                       0.00382
p_eff shift for E_F + kT     -0.00077
thickness subbands kF d/pi   424
```
